# Where the Douglas-Kroll-Hess Hamiltonian Depends on the Parametrisation of Its Unitaries

An electron in a heavy atom obeys a Dirac equation whose solutions have four components and whose spectrum contains a negative-energy branch. The Douglas-Kroll-Hess (DKH) method removes the coupling between the branches by a sequence of unitary transformations, ordered in powers of the external potential, and keeps the two-component positive-energy block. A unitary operator can be built from an antihermitian one in many ways: as an exponential, a Cayley quotient or, if its norm does not exceed one, a square-root expression. In practice the sequence is truncated, so one must know whether the truncated Hamiltonian, and the energies computed from it, depend on this choice.

## Setting and conventions

Hartree atomic units are used and the rest energy is subtracted. An operator is called even if it is diagonal in the positive- and negative-energy blocks, and odd if it connects them. Products of two even or two odd operators are even; mixed products are odd.

The free-particle Foldy-Wouthuysen transformation is applied first and held fixed. It gives

$$H_1=E_0+E_1+O_1, \tag{1}$$

where $E_0$ has eigenvalues $T_p=\sqrt{c^2p^2+c^4}-c^2$ in the upper block and $-2c^2-T_p$ in the lower. $E_1$ and $O_1$ are the even and odd parts of the transformed potential. A subscript on $E$, $O$ or $W$ counts powers of the potential strength $\lambda$, which is set to one at the end. All statements about orders concern formal power series in $\lambda$.

Next come $U_1,U_2,\dots$, each acting as $H\to U_kHU_k^\dagger$, with

$$U_k=f_k(W_k)=\sum_{j\ge0}a_{k,j}W_k^j,\qquad W_k^\dagger=-W_k . \tag{2}$$

The coefficients are real, $a_{k,1}\neq0$, and $W_k$ is odd, of order $k$, and chosen to remove the odd term of order $k$.

**Claim.** The even terms through fourth order do not depend on the coefficients. The fifth depends on them through a single number, taken from $U_1$, and this dependence does not vanish in general.

## What unitarity leaves free

Drop the index $k$. Since $W^\dagger=-W$ and the coefficients are real, $U^\dagger=f(-W)$. Unitarity for general $W$ requires $f(x)f(-x)=1$. Odd powers of $x$ cancel by symmetry. The constant term gives $a_0=\pm1$, and the power $x^{2m}$ gives

$$2a_0a_{2m}=-\sum_{j=1}^{2m-1}(-1)^ja_ja_{2m-j}. \tag{3}$$

For example, $2a_0a_2=a_1^2$. Once the sign $a_0$ is chosen, the odd coefficients are free and fix the even ones.

Let $g(x)=\ln[f(x)/a_0]$. Then $g(x)+g(-x)=\ln[f(x)f(-x)/a_0^2]=0$, so $g=g_1x+g_3x^3+\dots$ is odd. Expanding $e^g$ and using $1/a_0=a_0$,

$$g_1=a_0a_1,\qquad \tfrac16g_1^3+g_3=a_0a_3 . \tag{4}$$

Now rename $g_1W$ as $W$. This gives

$$U=a_0\exp\!\left(W+\gamma W^3+\kappa W^5+\dots\right),\qquad \gamma=\frac{g_3}{g_1^3}=\frac{a_0a_3}{(a_0a_1)^3}-\frac16 . \tag{5}$$

The sign $a_0$ cancels in $UHU^\dagger$. The exponential has $\gamma=0$. The square-root form $W+\sqrt{1+W^2}$ has $a_3=0$ and $\gamma=-1/6$. The Cayley form $(1+W/2)/(1-W/2)$ has $a_3=1/4$ and $\gamma=1/12$.

To leading order, $U_k$ adds $[W_k,E_0]$ to the odd term $O_k$ present at that stage. Removing that term requires

$$[W_k,E_0]=-O_k,\qquad (W_k)_{ij}=\frac{(O_k)_{ij}}{\varepsilon_i-\varepsilon_j}, \tag{6}$$

where $\varepsilon_i$ are the eigenvalues of $E_0$. An odd element joins opposite branches, so $|\varepsilon_i-\varepsilon_j|\ge2c^2$. The odd solution therefore exists and is unique, and the normalised $W_k$ does not depend on $a_{k,1}$.

## The first unitary

Take first the pure exponential, and write $A\,Y=[W_1,Y]$. The expansion $e^{W_1}H_1e^{-W_1}=\sum_mA^mH_1/m!$ has the order-$n$ term

$$K_n=\frac{A^nE_0}{n!}+\frac{A^{n-1}(E_1+O_1)}{(n-1)!}. \tag{7}$$

By (6), $AE_0=-O_1$, hence $A^nE_0=-A^{n-1}O_1$. Since $1/(n-1)!-1/n!=(n-1)/n!$,

$$K_n=\frac{A^{n-1}E_1}{(n-1)!}+\frac{n-1}{n!}A^{n-1}O_1 . \tag{8}$$

Each $A$ reverses parity. Marking even and odd parts by superscripts $e$ and $o$, the terms needed are

$$\begin{aligned}
K_1^e&=E_1, & K_1^o&=0,\\
K_2^e&=\tfrac12AO_1, & K_2^o&=AE_1,\\
K_3^e&=\tfrac12A^2E_1, & K_3^o&=\tfrac13A^2O_1,\\
K_4^e&=\tfrac18A^3O_1, & K_5^e&=\tfrac1{24}A^4E_1 .
\end{aligned} \tag{9}$$

For general coefficients, all powers of $W_1$ commute, so (5) factorises:

$$U_1=a_0\,e^{\gamma B+\kappa W_1^5+\dots}\,e^{W_1},\qquad B=W_1^3 . \tag{10}$$

The general first step is thus the exponential step followed by a rotation whose odd generator starts at third order. Let $L_n$ denote the terms after this rotation. A single commutator with $\gamma B$ raises the order by three and reverses parity. Two such commutators raise it by six. The fifth-order generator $\kappa W_1^5$ could reach an even term of order six or lower only through $[W_1^5,K_1^o]$, which is zero. Therefore

$$L_n^e=K_n^e\ (n\le4),\qquad L_5^e=K_5^e+\gamma[B,K_2^o], \tag{11}$$

$$L_2^o=K_2^o,\qquad L_3^o=K_3^o+\gamma[B,E_0],\qquad L_4^o=K_4^o+\gamma[B,E_1]. \tag{12}$$

The even third order is unaffected because the third-order change $[B,E_0]$ is odd. The even fourth order is unaffected because $K_1$ has no odd part left.

## The second unitary and the fourth-order result

The second generator obeys $[W_2,E_0]=-O_2$ with $O_2=K_2^o$, which contains no $\gamma$; neither, then, does $W_2$. The cubic term in the exponent of $U_2$ is odd and of order six, so it cannot alter an even term through sixth order: its commutator with $E_0$ is odd.

An even contribution comes from one commutator of $W_2$ with an odd term, or from two with an even term. At third order the first would need $L_1^o$, which is zero, so $E_3=K_3^e$. At fourth order,

$$E_4=K_4^e+[W_2,O_2]+\tfrac12[W_2,[W_2,E_0]]
=\tfrac18A^3O_1+\tfrac12[W_2,O_2]. \tag{13}$$

The last step uses $[W_2,E_0]=-O_2$.

Later unitaries do not reach these orders. When $U_k$ acts, all odd terms below order $k$ are gone. An even contribution then needs either one $W_k$ with an odd term of order at least $k$, or at least two factors of $W_k$. Both begin at order $2k$, which is six or more for $k\ge3$.

Thus $E_2=\frac12[W_1,O_1]$, $E_3=\frac12[W_1,[W_1,E_1]]$ and (13) contain no coefficients. This proves independence through fourth order.

## The fifth order

By the same counting,

$$E_5=L_5^e+[W_2,L_3^o]+\tfrac12[W_2,[W_2,E_1]]. \tag{14}$$

For $\gamma=0$ this is

$$E_5(0)=\tfrac1{24}A^4E_1+[W_2,K_3^o]+\tfrac12[W_2,[W_2,E_1]]. \tag{15}$$

The change comes from (11) and (12):

$$\begin{aligned}
E_5(\gamma)-E_5(0)&=\gamma\big([B,O_2]+[W_2,[B,E_0]]\big)\\
&=\gamma\big([W_2,[B,E_0]]-[B,[W_2,E_0]]\big).
\end{aligned} \tag{16}$$

The second line inserts $O_2=-[W_2,E_0]$. The Jacobi identity turns the bracket into one double commutator:

$$\boxed{E_5(\gamma)=E_5(0)+\gamma[X,E_0],\qquad X=[W_2,W_1^3].} \tag{17}$$

The operator $X$ is even and antihermitian. In the eigenbasis of $E_0$,

$$[X,E_0]_{ij}=X_{ij}(\varepsilon_j-\varepsilon_i). \tag{18}$$

The change vanishes if $X$ connects only states of equal free energy. This happens when one positive-energy state is coupled to one negative-energy state, because each block of $X$ is then a single number. With several momenta there is no such restriction, and the ion treated below gives a nonzero result. Every truncation at order five or higher contains the coefficient of $\lambda^5$, so as a polynomial in $\lambda$ it depends on $\gamma$.

## The sixth order

The next order shows how the dependence continues. Two commutators with $\gamma B$ now contribute, so

$$L_6^e=K_6^e+\gamma[B,K_3^o]+\tfrac12\gamma^2[B,[B,E_0]]. \tag{19}$$

The second unitary adds $[W_2,L_4^o]$, whose change is $\gamma[W_2,[B,E_1]]$, and a term $\frac12[W_2,[W_2,K_2^e]]$ without $\gamma$. It also leaves the third-order odd term $M+\gamma[B,E_0]$, with $M=K_3^o+[W_2,E_1]$. If $\bar W_3$ solves $[\bar W_3,E_0]=-M$, uniqueness in (6) gives $W_3=\bar W_3-\gamma B$. The third unitary then contributes, as in (13),

$$\tfrac12\big[\bar W_3-\gamma B,\;M+\gamma[B,E_0]\big]. \tag{20}$$

Its $\gamma^2$ part cancels that of (19). The linear parts sum to

$$[B,K_3^o]+[W_2,[B,E_1]]+\tfrac12[\bar W_3,[B,E_0]]-\tfrac12[B,M]. \tag{21}$$

Substitute $K_3^o=M-[W_2,E_1]$. The two terms with $E_1$ combine to $[X,E_1]$ by the Jacobi identity. The remainder is $\frac12[B,M]+\frac12[\bar W_3,[B,E_0]]$, which becomes $\frac12[[\bar W_3,B],E_0]$ when $M=-[\bar W_3,E_0]$ is inserted. Hence

$$E_6(\gamma)=E_6(0)+\gamma\Big([X,E_1]+\tfrac12[[\bar W_3,B],E_0]\Big). \tag{22}$$

The sixth order is also linear in the same $\gamma$.

## Why the energies are less sensitive

Equations (17) and (22) are the first terms of a rotation inside the even blocks, with generator $\gamma X+\frac12\gamma[\bar W_3,B]+\dots$. This has a general origin. Let $H$ and $H'$ be the fully decoupled series from two parametrisations, joined by a unitary series $T$ with $TH=H'T$. Its zeroth-order term is $\pm1$. If $T$ had an odd part, its lowest-order term $t$ would satisfy $tE_0=E_0t$. By (6) with zero on the right, $t=0$. So $T$ is even, and the two positive-energy blocks are unitarily equivalent as formal series. The energy dependence is an effect of truncation.

For the fifth-order truncation, let $H_{\le5}$ be the positive-energy block at $\gamma=0$, with normalised eigenstate $\psi$. First-order perturbation theory gives $d\varepsilon/d\gamma=\langle\psi|[X,E_0]|\psi\rangle$. Since $\langle\psi|[X,H_{\le5}]|\psi\rangle=0$,

$$\frac{d\varepsilon}{d\gamma}\bigg|_{0}=-\langle\psi|[X,H_{\le5}-E_0]|\psi\rangle . \tag{23}$$

In a fixed finite basis with nondegenerate free energies, $X$ is of order five and $H_{\le5}-E_0$ begins at order one. The energy therefore changes at order six, the order of the first neglected term. This counting describes small $\lambda$, and a bound level at full strength need not follow the power law. For the ion below, the slope (23) scales as $\lambda^6$ near $\lambda=0.01$, but roughly as $\lambda^9$ between $\lambda=1/2$ and $1$.

## Where the result fails

The proof assumes real coefficients, and complex ones can destroy the independence. The operator $\exp(W_1+i\eta W_1^2)$ with real $\eta$ is unitary, because $iW_1^2$ is antihermitian. It equals $e^{i\eta W_1^2}e^{W_1}$, and its extra generator is even and of second order. It changes $E_2$ by $i\eta[W_1^2,E_0]$, so independence is lost at second order.

The expansion also needs care when used at full potential strength. The square-root form, for instance, is unitary only for $\|W\|\le1$: an eigenvalue $ir$ of $W$ with $|r|>1$ gives $i(r\pm\sqrt{r^2-1})$, whose modulus is not one. Its power series converges in norm for $\|W\|<1$.

## A one-electron ion with $Z=80$

Consider the 1s level of a one-electron ion with a point nucleus of charge 80. Nuclear size, recoil and quantum-electrodynamic effects are left out. The large component is expanded in twelve s-type Gaussians with exponents $320\times3^k$ bohr$^{-2}$, $k=0,\dots,11$. The small component uses the functions obtained from them with $\boldsymbol\sigma\cdot\mathbf p$. Diagonalising the matrix of $p^2$ supplies the free-particle basis, and the series are then multiplied out as matrices.

Diagonalising the Dirac matrix in this basis gives $-3531.922$ hartree. The closed formula $c^2[\sqrt{1-(Z/c)^2}-1]$ gives $-3532.192$ hartree, so the basis error is 0.270 hartree. DKH truncation is judged against the first value, which has the same basis. The largest singular value of $W_1$ is 0.096 in this basis. It is 0.107 in a larger basis of 42 functions with exponents $50\times1.8^k$ bohr$^{-2}$, whose Dirac matrix value is $-3532.192$ hartree. Both values lie well inside the convergence range of the square-root series.

The 1s energies, in hartree, are:

| Order | Exponential | Square root | Cayley |
|---|---:|---:|---:|
| 2 | −3523.1535 | −3523.1535 | −3523.1535 |
| 3 | −3532.8418 | −3532.8418 | −3532.8418 |
| 4 | −3531.4677 | −3531.4677 | −3531.4677 |
| 5 | −3532.1606 | −3532.1522 | −3532.1647 |
| 6 | −3531.8474 | −3531.8485 | −3531.8468 |

The digits shown belong to the twelve-function basis. In the larger basis the exponential entries lie lower by 0.17 to 0.30 hartree. The columns separate at fifth order. The Frobenius norm of the positive-energy block of $[X,E_0]$ is 15.95 hartree, and that of $E_5(0)$ is 22.46 hartree. Equation (17) then predicts a relative change of $E_5$ of

$$\frac{15.95}{22.46}\times\frac16=0.118 \tag{24}$$

for the square root, and half of this, 0.059, for Cayley. Direct subtraction of the matrices gives the same values. At sixth order the relative changes are 0.154 and 0.077, again in the ratio two to one required by (22).

These norms are properties of the basis and do not converge: they grow roughly as the square root of the largest exponent, reaching 3396 and 4249 hartree in the larger basis. Their ratio is steadier: the square-root values 0.118 and 0.154 become 0.133 and 0.156. The 1s energy moves far less than the norms suggest. Evaluating (23) gives a slope of $-0.04984$ hartree. Between the square-root and Cayley forms $\gamma$ rises by $1/12+1/6=1/4$, so the predicted shift is

$$-0.04984\times0.25=-0.01246\ \text{hartree}. \tag{25}$$

The separately diagonalised Hamiltonians differ by this amount, whose magnitude is 0.339 eV. The fifth-order exponential result lies 0.238 hartree below the Dirac matrix value, so the spread between the forms is about 5% of the truncation error. At sixth order the spread falls to 0.0016 hartree and the error to 0.075 hartree, a ratio of about 2%. In the larger basis the errors grow to 0.27 and 0.091 hartree and the spreads to 0.0140 and 0.0019 hartree, while the two ratios and the ordering of the three forms stay the same.

In this ion the square-root form lies closest to the reference at both orders, but one level does not rank the parametrisations. For this level, going from fifth to sixth order changes the energy much more than changing between these three forms.
